# Why the bifluoride concentration peaks at the pKa of HF

## The decision

Suppose you are calculating the composition of a fluoride bath for etching silica, and you want the pH that gives the most bifluoride, HF₂⁻. Bifluoride forms from HF and F⁻ with an association constant that may be poorly known for your solution. Must you settle that constant before choosing the pH, and repeat the search each time the constant is revised?

In an ideal solution with fixed total fluoride, in which HF, F⁻ and HF₂⁻ are the only fluoride species, no. The maximum lies at the pKa of HF whatever the association constant. The constant is still needed for the amount of bifluoride and for the width of the peak. These notes prove the statement, work through one bath, and then ask what moves the peak when the assumptions fail.

## Species and conventions

Write the concentrations, in mol/L, as

$$a=[\mathrm{HF}],\qquad f=[\mathrm{F^-}],\qquad b=[\mathrm{HF_2^-}],\qquad h=[\mathrm{H^+}].$$

Two equilibria connect them. The acid dissociates, HF ⇌ H⁺ + F⁻, and bifluoride associates, HF + F⁻ ⇌ HF₂⁻:

$$K_a=\frac{hf}{a},\qquad K=\frac{b}{af}. \tag{1}$$

$K_a$ is in mol/L and $K$ in L/mol. In pH and pKa the quantity inside the logarithm is divided by 1 mol/L, so $h=10^{-\mathrm{pH}}$ and $K_a=10^{-\mathrm{p}K_a}$ in mol/L.

The assumptions are these:

- The solution is ideal: the laws (1) hold with concentrations and with constants that do not vary with composition.
- HF, F⁻ and HF₂⁻ are the only fluoride species.
- The pH is set independently, by a buffer that does not bind fluoride.
- Total fluoride $F$ is held fixed while the pH is varied. It counts fluorine atoms, so bifluoride enters twice:

$$F=a+f+2b. \tag{2}$$

The claim is that for every $K>0$ and $F>0$, $b$ has one maximum as a function of pH, at $\mathrm{pH}=\mathrm{p}K_a$.

There is something to prove, because bifluoride consumes the species from which it forms. When $K$ is large, most of the fluoride may be bound in it, and one might expect this depletion to shift the best pH.

## Separating pH from association

Let $S=a+f$ be the fluoride not bound in bifluoride, and let $\alpha=f/S$ be the ionized fraction of it. From the acid equilibrium,

$$\frac{f}{a}=\frac{K_a}{h}=10^{\mathrm{pH}-\mathrm{p}K_a}. \tag{3}$$

Dividing the numerator and denominator of $\alpha=f/(a+f)$ by $f$ gives

$$\alpha=\frac{1}{1+a/f}=\frac{1}{1+10^{\mathrm{p}K_a-\mathrm{pH}}}. \tag{4}$$

Neither $K$ nor $F$ appears. Bifluoride formation takes one HF and one F⁻, but the buffer restores the ratio demanded by (3).

Now put $f=\alpha S$ and $a=(1-\alpha)S$ into the association law:

$$b=Kaf=KqS^2,\qquad q=\alpha(1-\alpha).$$

By (2), $S=F-2b$. Hence

$$\frac{b}{(F-2b)^2}=Kq. \tag{5}$$

The pH enters the right side through $q$ alone. The depletion of free fluoride is contained in the left side.

## The proof

Call the left side of (5) $G(b)$. Since $a$ and $f$ are positive, $0<b<F/2$. The quotient rule gives

$$G'(b)=\frac{(F-2b)^2+4b(F-2b)}{(F-2b)^4}=\frac{F+2b}{(F-2b)^3}>0.$$

The term $+4b(F-2b)$ is positive because the derivative of $(F-2b)^2$ is $-4(F-2b)$ and the quotient rule subtracts it. So $G$ rises strictly, from 0 at $b=0$ to infinity as $b\to F/2$. Each positive $Kq$ therefore fixes exactly one $b$, and at fixed $K$ and $F$ a larger $q$ means a larger $b$.

It remains to maximize $q$. Completing the square,

$$q=\alpha-\alpha^2=\frac14-\left(\alpha-\frac12\right)^2. \tag{6}$$

By (4), $\alpha$ rises strictly from 0 to 1 with pH. Thus $q$, and with it $b$, rises until $\alpha=1/2$ and falls afterwards. At $\alpha=1/2$ we have $a=f$, so (3) gives $h=K_a$, which is $\mathrm{pH}=\mathrm{p}K_a$. This proves the claim.

The physical content is that one HF and one F⁻ are needed for each bifluoride. For a given sum $a+f$, their product is largest when they are equal. Depletion changes the sum, but it cannot reverse the order of two solutions with different $q$.

The condition of fixed $F$ matters. Suppose the pH is raised by adding NH₄F to a fixed amount of HF. Then $F$ grows along with pH. At fixed $q$, equation (5) requires $b$ to grow with $F$, since raising $F$ alone would lower the left side. At $\mathrm{pH}=\mathrm{p}K_a$ the bifluoride concentration is then still rising, so the pKa does not mark a maximum along this path.

## Height of the peak

Insert $b=KqS^2$ into $F=S+2b$:

$$2KqS^2+S-F=0.$$

The positive root is

$$S=\frac{-1+\sqrt{1+8KqF}}{4Kq}=\frac{2F}{1+\sqrt{1+8KqF}},\qquad b=\frac{F-S}{2}. \tag{7}$$

The second form of $S$ follows on multiplying top and bottom by $1+\sqrt{1+8KqF}$; the top becomes $8KqF$.

At the peak $q=1/4$. With $s=\sqrt{1+2KF}$, the first form gives $S=(s-1)/K$, and $b=KS^2/4$ becomes

$$b_{\max}=\frac{(\sqrt{1+2KF}-1)^2}{4K}. \tag{8}$$

**Weak association, $KF\ll1$.** Here $s-1\approx KF$, so $b_{\max}\approx KF^2/4$. Free fluoride is hardly depleted, and $a=f\approx F/2$.

**Strong association, $KF\gg1$.** Here $S\approx\sqrt{2F/K}$, so $b_{\max}\approx F/2-\sqrt{F/(2K)}$. Nearly all fluoride is in bifluoride, and the ceiling $F/2$ reflects the two fluorine atoms in each ion.

## Width of the peak

Let $\delta=\mathrm{pH}-\mathrm{p}K_a$. From (4), $\alpha=1/(1+10^{-\delta})$ and $1-\alpha=1/(1+10^{\delta})$, so

$$q=\frac{1}{(1+10^{-\delta})(1+10^{\delta})}=\frac{1}{2+10^{\delta}+10^{-\delta}}. \tag{9}$$

Changing the sign of $\delta$ leaves $q$ unchanged. The curve $b(\mathrm{pH})$ is therefore symmetric about the pKa, and $a$ and $f$ exchange values.

To find where $b$ has a chosen value, compute $q=b/[K(F-2b)^2]$ from (5). Since $10^\delta+10^{-\delta}=2\cosh(\delta\ln10)$, equation (9) gives

$$\delta=\frac{1}{\ln10}\,\operatorname{arccosh}\!\left(\frac{1}{2q}-1\right). \tag{10}$$

For weak association $b\propto q$, so half height means $q=1/8$ and $\delta=\operatorname{arccosh}(3)/\ln10$, independent of $K$. For strong association half height means $b\approx F/4$ and $F-2b\approx F/2$, so $q\approx1/(KF)$. As $\operatorname{arccosh}x\approx\ln(2x)$ for large $x$, this gives $\delta\approx\log_{10}(KF)$. Strong association flattens and widens the peak without moving it.

## A worked bath

Take round model parameters for a dilute ammonium fluoride/HF oxide etch near room temperature: $\mathrm{p}K_a=3.20$, $K=4$ L/mol and $F=1$ mol/L.

At the peak, $\sqrt{1+2KF}=\sqrt9=3$, and (8) gives

$$b_{\max}=\frac{(3-1)^2}{4\times4}=0.25\ \text{mol/L}.$$

Then $S=1-2(0.25)=0.50$ mol/L, shared equally: $a=f=0.25$ mol/L. Half of all fluorine atoms are in bifluoride.

One pH unit lower, $\delta=-1$ and $q=1/(2+0.1+10)=1/12.1$. Equation (7) gives

$$S=\frac{2}{1+\sqrt{1+32/12.1}}=0.6875\ \text{mol/L},\qquad b=\frac{1-0.6875}{2}=0.156\ \text{mol/L}.$$

Since $\alpha=1/11$, $f=0.0625$ and $a=0.625$ mol/L. The same formulas give the other rows, in mol/L:

| pH | HF | F⁻ | HF₂⁻ |
|---|---|---|---|
| 1.2 | 0.923 | 0.009 | 0.034 |
| 2.2 | 0.625 | 0.063 | 0.156 |
| 3.2 | 0.250 | 0.250 | 0.250 |
| 4.2 | 0.063 | 0.625 | 0.156 |
| 5.2 | 0.009 | 0.923 | 0.034 |

Now change $K$ while holding $F=1$ mol/L. For $K=0.04$, 4 and 400 L/mol the peak heights are 0.0096, 0.250 and 0.466 mol/L, and all three peaks lie at pH 3.20. The first height is close to the weak limit $KF^2/4=0.01$ mol/L; the last approaches the ceiling of 0.5 mol/L.

For the width at $K=4$ L/mol, half height is $b=0.125$ mol/L, so $q=0.125/(4\times0.75^2)=1/18$. Equation (10) then has $\operatorname{arccosh}(8)$, and $\delta=1.20$. At 90% of the peak, $b=0.225$ mol/L and $\delta=0.48$. In this three-species ideal model the pH may thus lie almost half a unit to either side of the pKa before a tenth of the peak bifluoride is lost. With the HF dimers discussed below, at $K_d=2.7$ L/mol, this window narrows and moves to pH 3.25 to 3.97.

## Mixing the bath

In an NH₄F/HF mixture the fluoride system is its own buffer, and charge balance sets the pH. Ammonium stays protonated at this pH to a good approximation, so

$$[\mathrm{NH_4^+}]+h=f+b+[\mathrm{OH^-}].$$

At the peak $a=f$, and therefore $f+b=(a+f+2b)/2=F/2$. Neglecting hydroxide,

$$[\mathrm{NH_4^+}]=\frac F2-h=0.5-10^{-3.2}=0.4994\ \text{mol/L}.$$

This is the NH₄F to be added. The remaining fluoride, 0.5006 mol/L, is added as HF. The recipe $F/2-h$ holds whatever $K$ is, and it means almost equal moles of the two as long as $h\ll F/2$; at $F=0.01$ mol/L the NH₄F share is already down to 0.44. Below $F=2K_a\approx1.3$ mmol/L the recipe turns negative: pure HF then already lies above the pKa, and the peak can be reached only by adding another acid; at $F=1$ mmol/L about 5 mmol/L of acetic acid would do. At $F=1$ mol/L pure HF has pH 1.29 in this model, so the table row at pH 1.2 also needs added acid. For exactly equal moles, solving the charge balance numerically for pH gives 3.202, a negligible difference.

## Why the association constant drops out

Adding further fluoride species shows what is special about bifluoride. Let species $i$, with concentration $c_i$, be built from $p_i$ units of HF and $r_i$ units of F⁻, so that $c_i\propto a^{p_i}f^{r_i}$. It contains $n_i=p_i+r_i$ fluorine atoms, and

$$F=a+f+2b+\sum_i n_ic_i.$$

Use $u=\ln a$ and $v=\ln f$ as variables. Since $\ln b=\ln K+u+v$, a maximum of $b$ requires $du+dv=0$ for small changes that keep $F$ fixed. Those changes satisfy

$$\frac{\partial F}{\partial u}du+\frac{\partial F}{\partial v}dv=0.$$

With $dv=-du$, the two derivatives must be equal. As $\partial c_i/\partial u=p_ic_i$ and $\partial c_i/\partial v=r_ic_i$,

$$a+2b+\sum_i n_ip_ic_i=f+2b+\sum_i n_ir_ic_i.$$

The two terms $2b$ cancel, leaving

$$f-a=\sum_i n_i(p_i-r_i)c_i. \tag{11}$$

Bifluoride draws equally on HF and F⁻, so its own formation does not favour either side. A species richer in HF makes acidic solutions more costly in fluoride, and the peak moves to higher pH.

**HF dimers.** Let $[(\mathrm{HF})_2]=K_da^2$. Here $n=2$, $p=2$, $r=0$, so $f-a=4K_da^2$. Dividing by $a$ and using (3),

$$\mathrm{pH}_{\rm peak}=\mathrm{p}K_a+\log_{10}(1+4K_da).$$

For a trial value $K_d=3$ L/mol, close to the value of about 2.7 L/mol used in some etch models (the dimer constant is disputed), numerical solution of the fluoride balance puts the peak at pH 3.62; at the pKa the bifluoride is then 14% below this peak. Because $a$ at the peak depends on $K$, the position now depends on $K$ too.

**The ion H₂F₃⁻.** It contains two HF and one F⁻, so $n=3$ and $p-r=1$, giving $f-a=3[\mathrm{H_2F_3^-}]$. With a trial constant of 0.5 L/mol for adding HF to HF₂⁻, the numerical peak is at pH 3.33.

These two constants are trial values, so the shifts show sensitivity and are not predictions for a particular bath.

## When pH means activity

A pH electrode responds to hydrogen-ion activity $a_{\rm H}$, not to concentration. Suppose F⁻ and HF₂⁻ share an activity coefficient $\gamma$ and neutral HF has coefficient 1. With thermodynamic constants,

$$K_a=\frac{a_{\rm H}\gamma f}{a},\qquad K=\frac{\gamma b}{a\,\gamma f}=\frac{b}{af}.$$

The coefficient cancels from the association law, so $b$ is still largest at $a=f$. The first law then gives $a_{\rm H}=K_a/\gamma$, or

$$\mathrm{pH}_{\rm peak}=\mathrm{p}K_a+\log_{10}\gamma.$$

In the example all ions are singly charged, and the ionic strength equals the total anion concentration, $I=f+b=F/2=0.5$ mol/L. The Davies equation with a room-temperature coefficient of 0.509 gives

$$\log_{10}\gamma=-0.509\left(\frac{\sqrt I}{1+\sqrt I}-0.3I\right)=-0.134.$$

Thus $\gamma\approx0.73$, and the peak moves from 3.20 to about 3.07. At this ionic strength the Davies equation is a rough estimate: the older form with 0.2 in place of 0.3 gives $-0.16$, and the mean activity coefficients of NaF, KF and NH₄Cl at 0.5 mol/kg, about 0.63 to 0.67, would give $-0.17$ to $-0.20$, a peak near pH 3.0. The coefficient 1 for HF is an assumption too: a trial $\log_{10}\gamma_{\rm HF}=0.1I$ moves the Davies peak from 3.07 to 3.04, where $f$ exceeds $a$ by about 6%.

## Most bifluoride is not fastest etching

If HF also attacks the oxide, the best pH for etching differs. Consider a model rate proportional to $R=b+\rho a$, with $\rho>0$. At the pKa, $db/d\mathrm{pH}=0$, and since $S=F-2b$, $S$ is stationary too. From (4), $d\alpha/d\mathrm{pH}=\ln(10)\,\alpha(1-\alpha)$, which is $\ln(10)/4$ there. With $a=(1-\alpha)S$,

$$\left.\frac{dR}{d\mathrm{pH}}\right|_{\mathrm{p}K_a}=-\frac{\rho S\ln10}{4}.$$

The slope is negative, so a somewhat more acidic bath etches faster in this model. Nor can a higher pH do better. With $t=f/a$, the balance reads $a(1+t)+2Kta^2=F$, so $a$ must fall as $t$ rises; above the pKa both $a$ and $b$ fall.

For the trial weight $\rho=0.25$ the slope is $-0.072$ mol/L per pH unit. Numerical maximization puts the fastest etching at pH 2.74, with $R$ about 5% above its value at the pKa. The optimum moves by nearly half a pH unit, but the gain is small because the loss of bifluoride (0.023 mol/L) offsets much of the added contribution from HF (0.039 mol/L). This depends on the weight: $\rho=0.4$ puts the optimum at pH 1.98 with a gain of 16%, and for $\rho=0.5$ there is no optimum, since $R$ keeps rising as the pH falls. It depends on $KF$ as well, so unlike the bifluoride peak this optimum needs the association constant: for $\rho=0.25$, $KF=2$ puts it at pH 2.63 with a gain of 9%, and at $F=0.1$ mol/L ($KF=0.4$) there is no interior optimum, the largest $R$ lying in the acid limit, about 39% above its value at the pKa. It also depends on the species list: with HF dimers of $K_d=2.7$ L/mol taken as inactive, the optimum for $\rho=0.25$ lies at pH 3.47, below the bifluoride peak of that bath (3.60) but above the pKa. If the dimer also etches, a weight of 0.25 per mole of dimer moves the optimum to pH 3.33, and a weight of 0.5 moves it to pH 3.09, below the pKa again.

## The model beside a real bath

The chosen pKa and $K$ are of the rough size found for dilute aqueous fluoride near room temperature. The total of 1 mol/L is far below that of common concentrated buffered oxide etches, which contain roughly 13 to 15 mol/L of fluoride; the usual 5:1 to 10:1 volume mixtures of 40% NH₄F and 49% HF hold about two to four moles of NH₄F per mole of HF. The equal-mole mixture is therefore more acidic than those baths, and the numbers here should not be carried over to them. Even in the dilute bath, the three-species ideal model is only approximate: the estimates above move the peak by about $-0.13$ for activity and by about $+0.4$ for the trial dimer constant. Each effect was sized alone, and the shifts do not simply add: with activity, $K_d=2.7$ L/mol and the trial H₂F₃⁻ constant together, the peak moves by $+0.30$, against $+0.39$ for the sum of the separate shifts.

**Temperature.** In the three-species model the peak follows the pKa. For a constant dissociation enthalpy $\Delta H$, the van 't Hoff equation gives

$$\Delta\mathrm{p}K_a=\frac{\Delta H}{R_{\rm g}\ln10}\left(\frac1{T_2}-\frac1{T_1}\right),$$

where $R_{\rm g}$ is the gas constant. With the rough value $\Delta H=-13$ kJ/mol, warming from 298.15 to 308.15 K raises the peak by 0.07 pH unit. Both factors are negative, hence the positive sign. In that model a change of $K$ with temperature alters the height but not the position; with dimers of $K_d=2.7$ L/mol, raising $K$ from 4 to 5 L/mol lowers the peak by about 0.01 pH unit.

**Dissolved silica.** Suppose 25 wafers of 30 cm diameter each lose 100 nm of oxide from one face into 20 L. With density 2.20 g/cm³ and molar mass 60.08 g/mol, the dissolved silicon is

$$\frac{25\,\pi(30)^2/4\times10^{-5}\times2.20}{60.08\times20}=3.24\times10^{-4}\ \text{mol/L}.$$

If all of it becomes SiF₆²⁻, six times this amount, 1.94 mmol/L, is removed from $F$. At fixed pH the peak bifluoride falls by about 0.26%, and in the three-species model its position is unchanged; with activity and the extra species it moves by less than 0.001 pH unit. For this load, fluoride consumption can be neglected when choosing the pH.

As a working rule, set the pH to the pKa if the aim is maximum bifluoride, total fluoride is fixed, and the solution is dilute enough for the three-species ideal model. With the Davies coefficient, $K_d=2.7$ L/mol and the trial H₂F₃⁻ constant, the combined shift of the peak is about $+0.05$ pH unit at $F=0.1$ mol/L and about $+0.3$ at 1 mol/L. Both values rest on the disputed dimer constant: the first is a near cancellation of $+0.14$ from dimers and $-0.09$ from activity, and without dimers the two shifts become $-0.08$ and $-0.01$. At $F=0.01$ mol/L each separate shift is about 0.03 or less, but there only about 2% of the fluoride is in bifluoride. With all three effects, staying at the pKa costs about 0.3% of the peak bifluoride at $F=0.1$ mol/L and about 7% at 1 mol/L. These activity shifts assume that the fluoride salts are the only electrolyte; a separate buffer adding 0.1 mol/L of ionic strength would make the Davies shift about $-0.11$ even at $F=0.01$ mol/L. If the aim is etch rate, or the bath is concentrated, the rate law and the further equilibria must be known before the pH is chosen.
